# Parity and Triangle Rules for Coulomb and Breit Multipoles

## The missing ranks

Consider an exchange integral between a $1s_{1/2}$ and a $2p_{3/2}$ electron deep inside a heavy atom. The angular momenta $\tfrac12$ and $\tfrac32$ can be joined by a multipole of rank 1 or 2. The Coulomb repulsion uses rank 1 alone, because rank 2 is forbidden by parity. The electrons also interact through their currents, and this magnetic interaction does use rank 2. The question is whether it fills all the places that the Coulomb interaction leaves empty. It does, apart from one family of orbital pairs.

Atomic units are used, with $c=1/\alpha_{\rm fs}$; boldface $\boldsymbol\alpha$ denotes the Dirac matrices. The orbitals move in a central field:

$$\phi_{\kappa m}=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa m}\\ iQ(r)\,\chi_{-\kappa m}\end{pmatrix},\qquad j=|\kappa|-\tfrac12. \tag{1}$$

Here $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. The spinors are coupled in the order $(l,\tfrac12)$ and satisfy

$$\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa,\qquad \boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_\kappa=-\chi_{-\kappa}. \tag{2}$$

The orbitals $\kappa$ and $-\kappa$ have the same $j$, and their $l$ values differ by one. The instantaneous Breit operator is

$$B=-\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}+\frac{(\boldsymbol\alpha_1\cdot\mathbf r_{12})(\boldsymbol\alpha_2\cdot\mathbf r_{12})}{r_{12}^3}\right]. \tag{3}$$

In an element $\langle ab|\dots|cd\rangle$, electron 1 goes from $c$ to $a$ and electron 2 from $d$ to $b$. Each such pair is called a vertex. The rules to be established for the vertex $(a,c)$ at rank $k$ are:

- Coulomb and electric-type Breit terms require $|j_a-j_c|\le k\le j_a+j_c$ and $l_a+l_c+k$ even.
- The magnetic-type term requires the same triangle, $l_a+l_c+k$ odd, and $\kappa_a+\kappa_c\neq0$.

For the Coulomb and magnetic terms these conditions are also sufficient for a nonzero angular coefficient. A radial integral may still vanish for particular orbitals.

## The Coulomb vertex

Let $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. Then

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C_{kq}(1)C_{kq}^*(2). \tag{4}$$

The operator $C_{kq}$ does not mix large and small components, so we need $\langle\kappa'm'|C_{kq}|\kappa m\rangle$ between spinors. Form the coupled function

$$F_{j'm'}=\sum_{mq}\langle jm\,kq|j'm'\rangle\,C_{kq}\chi_{\kappa m}. \tag{5}$$

It has angular momentum $j'$ and parity $(-1)^{l+k}$. The two spinors with this $j'$ have $l'=j'\pm\tfrac12$, hence opposite parities, so just one of them can match. Therefore $F_{j'm'}=A\,\chi_{\kappa'm'}$ with $l+l'+k$ even, and rotational symmetry makes $A$ independent of $m'$.

To find $A$, set $\hat{\mathbf r}=\hat{\mathbf z}$ and $m'=\tfrac12$. There $C_{kq}=\delta_{q0}$, so only $m=\tfrac12$ contributes. The explicit spinors give

$$\chi_{\kappa,1/2}(\hat{\mathbf z})=-\operatorname{sgn}(\kappa)\sqrt{\frac{2j+1}{8\pi}}\begin{pmatrix}1\\0\end{pmatrix}. \tag{6}$$

For $\kappa<0$ this is $\sqrt{(l+1)/4\pi}$ with $l+1=j+\tfrac12$; for $\kappa>0$ it is $-\sqrt{l/4\pi}$ with $l=j+\tfrac12$. Equating the two sides of $F=A\chi_{\kappa'}$ at this point fixes $A$. Inverting (5) by orthogonality of the coupling coefficients then yields, for $l+l'+k$ even,

$$\langle\kappa'm'|C_{kq}|\kappa m\rangle=\operatorname{sgn}(\kappa\kappa')\sqrt{\frac{2j+1}{2j'+1}}\,\langle jm\,kq|j'm'\rangle\langle j\tfrac12\,k0|j'\tfrac12\rangle, \tag{7}$$

and zero for $l+l'+k$ odd.

It remains to exclude an accidental zero of the last coefficient. Up to a nonzero factor it equals $a_{1/2}$, where $a_m=\langle jm\,j'{-m}|k0\rangle$. Apply $(\mathbf J_1+\mathbf J_2)^2$ to the coupled state $|k0\rangle$ and compare components:

$$\begin{aligned}&[k(k+1)-j(j+1)-j'(j'+1)+2m^2]\,a_m=A_ma_{m+1}+A_{m-1}a_{m-1},\\ &A_m=\sqrt{(j-m)(j+m+1)(j'-m)(j'+m+1)}.\end{aligned} \tag{8}$$

A half-turn about the $y$ axis gives $a_{-m}=\pm a_m$. If $a_{1/2}$ vanished, $a_{-1/2}$ would vanish too. Equation (8) at $m=\tfrac12$ would then force $a_{3/2}=0$, and so on up to the largest $m$, since $A_m\neq0$ below it; the negative $m$ follow by symmetry. A normalized state cannot have all its components zero. Hence $a_{1/2}\neq0$ whenever the triangle holds. The Coulomb rule is thus necessary and sufficient: the element with $m=m'=\tfrac12$, $q=0$ is then itself nonzero.

## Electric and magnetic vector fields

A current vertex contains a vector, so (4) must be rearranged into vector fields of definite total rank. With $\mathbf L=-i\mathbf r\times\nabla$, define for $k\ge1$

$$\mathbf X_{kq}=\frac{\mathbf L C_{kq}}{\sqrt{k(k+1)}}. \tag{9}$$

The other two fields of rank $k$ are $\hat{\mathbf r}C_{kq}$ and $r\nabla C_{kq}$. The Cartesian components of $\mathbf X_{kq}$ have parity $(-1)^k$, because $\mathbf L$ preserves parity. Those of the other two have parity $(-1)^{k+1}$. We call $\mathbf X$ magnetic type and the others electric type.

For a fixed $k$, multiply the sum over $q$ in (4) by the unit dyad. The result is $4\pi/(2k+1)$ times the projector onto all vector fields whose components are harmonics of degree $k$. Any orthonormal basis of that space may be used. The fields $\mathbf X_{kq}$ belong to it, and since $\mathbf L$ is Hermitian,

$$\int\mathbf X_{kq}^*\cdot\mathbf X_{kq'}\,d\Omega=\frac{1}{k(k+1)}\int C_{kq}^*\mathbf L^2C_{kq'}\,d\Omega=\frac{4\pi}{2k+1}\delta_{qq'}. \tag{10}$$

They therefore enter the dyad as $\sum_q\mathbf X_{kq}(1)\mathbf X_{kq}^*(2)$ with unit coefficient. The remaining basis fields have total rank $J=k\pm1$ and component parity $(-1)^k=(-1)^{J+1}$, so they are of electric type. The magnetic part of rank $k$ is thus

$$\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}\right]_{M,k}=\frac{r_<^k}{r_>^{k+1}}\sum_q(\boldsymbol\alpha_1\cdot\mathbf X_{kq}(1))(\boldsymbol\alpha_2\cdot\mathbf X^*_{kq}(2)). \tag{11}$$

The Breit operator differs from $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$, the Gaunt operator. From $\partial_{1i}\partial_{2j}r_{12}=-\delta_{ij}/r_{12}+r_{12,i}r_{12,j}/r_{12}^3$ one finds

$$B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r_{12}. \tag{12}$$

The scalar $r_{12}$ has an expansion like (4) with other radial functions $g_k(r_1,r_2)$. For each electron, $\nabla(gC_{kq})=\hat{\mathbf r}C_{kq}\,\partial_rg+(g/r)\,r\nabla C_{kq}$, which is purely electric type. The second term of (12) therefore leaves the magnetic part unchanged: it is minus (11) for both operators.

## The magnetic vertex

For a field $f(r)\mathbf F(\hat{\mathbf r})$, the off-diagonal form of $\boldsymbol\alpha$ and equation (1) give

$$\begin{aligned}\langle a|f\,\boldsymbol\alpha\cdot\mathbf F|c\rangle=i\int f\big[&P_aQ_c\langle\kappa_a|\boldsymbol\sigma\cdot\mathbf F|{-\kappa_c}\rangle\\&-Q_aP_c\langle{-\kappa_a}|\boldsymbol\sigma\cdot\mathbf F|\kappa_c\rangle\big]dr.\end{aligned} \tag{13}$$

The minus sign comes from conjugating $iQ_a$, and the factor $1/r^2$ cancels the volume element. Magnetic quantum numbers are understood.

Since $\mathbf L$ is a first-order derivative, the product rule gives $\boldsymbol\sigma\cdot\mathbf L(C\chi)=(\boldsymbol\sigma\cdot\mathbf LC)\chi+C\,\boldsymbol\sigma\cdot\mathbf L\chi$, where $\mathbf LC$ means that $\mathbf L$ acts on $C$ alone. Thus $\boldsymbol\sigma\cdot(\mathbf LC)=[\boldsymbol\sigma\cdot\mathbf L,C]$, and (2) yields

$$\langle\kappa'|\boldsymbol\sigma\cdot(\mathbf LC)|\kappa\rangle=[-(\kappa'+1)+(\kappa+1)]\langle\kappa'|C|\kappa\rangle=(\kappa-\kappa')\langle\kappa'|C|\kappa\rangle. \tag{14}$$

The two angular elements in (13) consequently carry the factors $-(\kappa_a+\kappa_c)$ and $+(\kappa_a+\kappa_c)$. Moreover, $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $C$ and squares to one, so

$$\langle\kappa_a|C|{-\kappa_c}\rangle=\langle{-\kappa_a}|C|\kappa_c\rangle. \tag{15}$$

With $W_{ac}=P_aQ_c+Q_aP_c$ the magnetic vertex becomes

$$\langle a|f\,\boldsymbol\alpha\cdot\mathbf X_{kq}|c\rangle=-\frac{i(\kappa_a+\kappa_c)}{\sqrt{k(k+1)}}\langle{-\kappa_a}|C_{kq}|\kappa_c\rangle\int fW_{ac}\,dr. \tag{16}$$

The element of $C_{kq}$ obeys the rule found from (7), but with $-\kappa_a$ in place of $\kappa_a$. The value of $j_a$ is unchanged, so the triangle is the same. The value of $l_a$ has shifted by one, so the parity condition is reversed. The reason is that $\boldsymbol\alpha$ joins a large component to a small one, and these have opposite orbital parity, while the components of $\mathbf X_{kq}$ have the same parity as $C_{kq}$. For the electric-type fields the parity of the components is reversed too, which restores the Coulomb rule.

The factor $\kappa_a+\kappa_c$ is the correction to a simple statement that magnetic terms fill every Coulomb gap. If $\kappa_c=-\kappa_a$, the spinors $\chi_{\kappa_a}$ and $\chi_{-\kappa_c}$ have the same eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$, and the commutator in (14) has no element between them. Such a pair has equal $j$ and $l_a+l_c=2j$, an odd number, so the gaps left empty are the even ranks from 0 to $2j-1$.

Rank zero needs no separate rule. The triangle then demands $j_a=j_c$, and odd $l_a+l_c$ demands different $l$, which together mean $\kappa_c=-\kappa_a$. This agrees with $\mathbf LC_{00}=0$.

## The electric vertices

The electric-type fields must be shown to follow the Coulomb rule. For the radial field, (2) turns both angular elements in (13) into $-\langle\kappa_a|C|\kappa_c\rangle$:

$$\langle a|f\,\boldsymbol\alpha\cdot\hat{\mathbf r}C_{kq}|c\rangle=-i\langle\kappa_a|C_{kq}|\kappa_c\rangle\int f(P_aQ_c-Q_aP_c)\,dr. \tag{17}$$

For the gradient field, use $(\boldsymbol\sigma\cdot\mathbf u)(\boldsymbol\sigma\cdot\mathbf v)=\mathbf u\cdot\mathbf v+i\boldsymbol\sigma\cdot(\mathbf u\times\mathbf v)$ with $\mathbf u=\hat{\mathbf r}$ and $\mathbf v=r\nabla C$. The scalar product vanishes because $C$ has no radial dependence, and $\mathbf r\times\nabla C=i\mathbf LC$. Hence $(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot r\nabla C)=-\boldsymbol\sigma\cdot(\mathbf LC)$, or

$$\boldsymbol\sigma\cdot(r\nabla C)=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\boldsymbol\sigma\cdot(\mathbf LC). \tag{18}$$

Letting $\boldsymbol\sigma\cdot\hat{\mathbf r}$ act to the left and using (14), the first element in (13) is $(\kappa_a-\kappa_c)\langle\kappa_a|C|\kappa_c\rangle$ and the second is its negative. Therefore

$$\langle a|f\,\boldsymbol\alpha\cdot r\nabla C_{kq}|c\rangle=i(\kappa_a-\kappa_c)\langle\kappa_a|C_{kq}|\kappa_c\rangle\int fW_{ac}\,dr. \tag{19}$$

Both vertices contain the Coulomb angular element. They can vanish for further reasons: when $a$ and $c$ have the same $\kappa$ and the same radial functions, (17) and (19) are both zero.

## The two-electron element

Because $\mathbf L^*=-\mathbf L$ and $C_{kq}^*=(-1)^qC_{k,-q}$, we have $\mathbf X_{kq}^*=-(-1)^q\mathbf X_{k,-q}$. This minus sign cancels the one in front of (11) in $B$. The two factors $-i$ from (16) multiply to $-1$, leaving

$$\begin{aligned}\langle ab|B_M|cd\rangle=-\sum_{k\ge1}&\frac{(\kappa_a+\kappa_c)(\kappa_b+\kappa_d)}{k(k+1)}R_k[W_{ac},W_{bd}]\\&\times\sum_q(-1)^q\langle{-\kappa_a}|C_{kq}|\kappa_c\rangle\langle{-\kappa_b}|C_{k,-q}|\kappa_d\rangle,\end{aligned} \tag{20}$$

$$R_k[f,g]=\int_0^\infty\!\!\int_0^\infty f(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,g(r_2)\,dr_1dr_2. \tag{21}$$

The complete interaction conserves total parity, so $l_a+l_c+l_b+l_d$ must be even. At a given rank the two vertices are then both even or both odd. In the first case Coulomb and electric-type terms may occur, in the second magnetic terms may occur. No rank of one element contains both kinds. Rank here means the total rank of the vector field: in the Gaunt operator the kernel $r_<^k/r_>^{k+1}$ carries the magnetic field of rank $k$ together with electric fields of rank $k\pm1$. At rank zero the Breit operator contributes nothing, although the Gaunt operator may: the only field of rank zero, $f(r)\hat{\mathbf r}$, is a gradient, and the kernel of (3) is divergence-free.

Replacing $1/r_{12}$ by a frequency-dependent scalar function of $r_{12}$ changes the radial kernels but not the vertices, so the angular rules persist. They do rely on orbitals of definite $\kappa$. In a non-central field each orbital is a mixture, and the rules apply to its components separately.

The angular rules can be seen in the strengths $S_C=\sum|\langle\kappa_a|C_{kq}|\kappa_c\rangle|^2$ and $S_M=\sum|(\kappa_a+\kappa_c)\langle-\kappa_a|C_{kq}|\kappa_c\rangle|^2/[k(k+1)]$, summed over sublevels, with $S_M=0$ at $k=0$:

| pair | $k$ | $S_C$ | $S_M$ |
|---|---|---|---|
| $p_{3/2}$–$p_{3/2}$ | 0 | 4.000 | 0 |
| | 1 | 0 | 2.133 |
| | 2 | 0.800 | 0 |
| | 3 | 0 | 1.371 |
| $p_{3/2}$–$d_{3/2}$ | 0 | 0 | 0 |
| | 1 | 0.267 | 0 |
| | 2 | 0 | 0 |
| | 3 | 1.029 | 0 |

The first pair alternates between the two interactions. The second has $\kappa=-2$ and $+2$, and its gaps at $k=0,2$ stay empty. Among all ordered pairs with $|\kappa|\le3$, the triangle admits 112 channels: 56 Coulomb, 44 magnetic and 12 empty. The numerical check obtains this classification by integrating the spinors directly. It also confirms (20) for two elements by integrating (3) over two spheres without a multipole expansion.

## Inner electrons of gold

Strong fields make the small component large, and with it $W_{ac}$. Take a two-electron gold ion, $Z=79$, with a point nucleus and hydrogenic Dirac orbitals, to first order in the electron interaction. Higher orders, nuclear size and recoil, and radiative corrections are left out. The Breit operator is kept in its instantaneous form (3). Its frequency dependence plays no part for the $1s^2$ pair, where no energy is transferred. It does enter the $1s$–$2p_{3/2}$ exchange element below, where the energy transfer $\omega$ gives $c/\omega=0.052$ bohr against a mean $2p$ radius of 0.061 bohr. The instantaneous form is therefore an approximation for that element, and the number given there is the value of (3) alone. The real part of the frequency-dependent transverse interaction gives $-0.131$ hartree in place of $-0.124$, about 6% larger in magnitude.

With the rest energy included in $E$, the radial equations are

$$\begin{aligned}c(P'+\kappa P/r)&=(E+c^2+Z/r)Q,\\ -c(Q'-\kappa Q/r)&=(E-c^2+Z/r)P.\end{aligned} \tag{22}$$

For $\kappa=-n$ try $P\propto r^\gamma e^{-Zr/n}$ and $Q=\rho P$. The $1/r$ terms give $c(\gamma-n)=Z\rho$ and $-c\rho(\gamma+n)=Z$, hence

$$\gamma=\sqrt{n^2-(Z\alpha_{\rm fs})^2},\qquad \rho=\frac{\gamma-n}{Z\alpha_{\rm fs}}. \tag{23}$$

The constant terms are both satisfied by $E=c^2\gamma/n$. For gold $Z\alpha_{\rm fs}=0.5765$, so $\rho=-0.317$ for $1s$ and $-0.147$ for $2p_{3/2}$.

**The $1s^2$ pair.** Here $\kappa=-1$ throughout, and the triangle allows $k=0,1$. All four orbitals share the same radial functions, so the electric-type vertices vanish. The Breit energy is purely the magnetic $k=1$ term, with $W=2PQ$ and prefactor $(-2)(-2)/2=2$.

Since $\chi_1=-\boldsymbol\sigma\cdot\hat{\mathbf r}\chi_{-1}$ and the spherical average of $\hat r_i\hat r_j$ is $\delta_{ij}/3$, the vector $\hat{\mathbf r}$ between $\chi_1$ and $\chi_{-1}$ acts as $-\boldsymbol\sigma/3$ on the spin labels. The $q$ sum in (20) is the scalar product of two such vectors, $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2/9$. Therefore

$$E_B=-2\cdot\frac{\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle}{9}\cdot4R_1[PQ,PQ]=\frac83R_1[PQ,PQ], \tag{24}$$

because $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$ in the singlet. With $R_1[PQ,PQ]=2.766$ hartree this is $E_B=7.38$ hartree, or 201 eV. The first-order Coulomb energy is 57.1 hartree, so the ratio is 0.129. These are point-nucleus values. A Gaussian nuclear charge distribution lowers the Breit energy to 7.36 hartree (200 eV) and the Coulomb energy by 0.04 hartree, and leaves the ratio at 0.129.

The low-$Z$ limit tests both sign and size. There $\rho\to-Z\alpha_{\rm fs}/2$ and $P^2\to4Z^3r^2e^{-2Zr}$. Doubling the region $s<r$,

$$R_1[P^2,P^2]=32Z^6\int_0^\infty s^3e^{-2Zs}\int_s^\infty e^{-2Zr}\,dr\,ds=16Z^5\frac{3!}{(4Z)^4}=\frac{3Z}{8}. \tag{25}$$

Then $E_B\to\frac83\cdot\frac{Z^2\alpha_{\rm fs}^2}{4}\cdot\frac{3Z}{8}=\alpha_{\rm fs}^2Z^3/4$. The contact interaction of two spin moments, $-\frac{8\pi}{3}\alpha_{\rm fs}^2\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12})$, gives the same: $\mathbf s_1\cdot\mathbf s_2=-\frac34$ and $\langle\delta(\mathbf r_{12})\rangle=Z^3/8\pi$.

**An exchange element without a Coulomb part.** For $1s$–$2p_{3/2}$, $\kappa=-1$ and $-2$. Choose $m=\tfrac12$ for the $s$ electron and $m=-\tfrac32$ for the $p$ electron, so that exchange requires $|q|=2$. Rank 1 cannot supply this, and at rank 2 the Coulomb and electric-type terms are parity forbidden. What remains is magnetic.

The element needed is $\langle\kappa{=}1,\tfrac12|C_{22}|\kappa{=}{-2},-\tfrac32\rangle$. The right-hand spinor is $Y_{1,-1}$ with spin down, and the spin-down part of the left-hand one is $\sqrt{2/3}\,Y_{11}$. With $C_{22}=\sqrt{3/8}\sin^2\theta\,e^{2i\phi}$,

$$\sqrt{\tfrac23}\int Y_{11}^*C_{22}Y_{1,-1}\,d\Omega=-\sqrt{\tfrac23}\cdot\tfrac34\sqrt{\tfrac38}\int_0^\pi\sin^5\theta\,d\theta=-\tfrac25, \tag{26}$$

the last integral being $16/15$. By (15) and conjugation the second vertex has the same value. The angular factor is $-\frac{(-3)(-3)}{6}\cdot\frac4{25}=-0.24$, and with $R_2[W,W]=0.5156$ hartree,

$$\langle1s\,2p|B|2p\,1s\rangle=-0.24\times0.5156=-0.124\ \text{hartree}. \tag{27}$$

Exchange enters the energy of a determinant with a minus sign. For these two sublevels the Breit exchange therefore raises the energy by 0.124 hartree, while the Coulomb exchange is zero.

## Table of computed values

```
Selection table, |kappa| <= 3, k = 0..6 (ordered pairs a,c)
  channels satisfying the triangle rule: 112
  Coulomb channels: 56
  magnetic channels: 44
  neither, all with kappa_c = -kappa_a: 12
  largest vertex error, quadrature vs formula: 3.5e-15
Coupling coefficients checked up to j = 15/2: 408, smallest magnitude 0.0626
Squared angular strengths summed over sublevels (dimensionless)
  s1/2-p1/2 k=0: Coulomb 0.000000, magnetic 0.000000
  s1/2-p1/2 k=1: Coulomb 0.666667, magnetic 0.000000
  s1/2-p3/2 k=1: Coulomb 1.333333, magnetic 0.000000
  s1/2-p3/2 k=2: Coulomb 0.000000, magnetic 1.200000
  p3/2-p3/2 k=0: Coulomb 4.000000, magnetic 0.000000
  p3/2-p3/2 k=1: Coulomb 0.000000, magnetic 2.133333
  p3/2-p3/2 k=2: Coulomb 0.800000, magnetic 0.000000
  p3/2-p3/2 k=3: Coulomb 0.000000, magnetic 1.371429
  p3/2-d3/2 k=0: Coulomb 0.000000, magnetic 0.000000
  p3/2-d3/2 k=1: Coulomb 0.266667, magnetic 0.000000
  p3/2-d3/2 k=2: Coulomb 0.000000, magnetic 0.000000
  p3/2-d3/2 k=3: Coulomb 1.028571, magnetic 0.000000
Two-sphere test, radii 0.3 and 1.0 (model units)
  p3/2,d5/2 -> p3/2,d3/2: Gaunt -0.00487638, Breit -0.00487638, formula -0.00487638
  s1/2-p3/2 exchange, |q|=2: Coulomb magnitude 1.7e-37
    Gaunt -0.00616896, Breit -0.00616896, formula -0.00616896
Low-charge check Z=1: Breit energy / (alpha^2/4) = 1.000016
Gold, Z = 79, point nucleus, hydrogenic Dirac orbitals; Z*alpha = 0.576491
  1s: radial power 0.817104, Q/P = -0.317258
  2p3/2: radial power 1.915113, Q/P = -0.147248
  1s^2 R_1[PQ,PQ] = 2.765816 hartree
  1s^2 Breit direct element = 2.458503 hartree
  1s^2 Breit swapped element = -4.917005 hartree
  1s^2 Breit energy = 7.37551 hartree = 200.70 eV
  1s^2 Coulomb energy = 57.11225 hartree = 1554.10 eV
  Breit/Coulomb ratio = 0.12914
  1s-2p3/2 Coulomb R_1 = 3.689643 hartree
  1s-2p3/2 magnetic R_2[W,W] = 0.515562 hartree
  |q|=2 exchange: angular factor -0.240000, Breit element -0.123735 hartree
```
